# Why a bare coupling above 172 need not freeze dust

**Question**

I am modelling a cloud of charged grains in the outer part of an argon sputter discharge. The coupling parameter, computed from the unscreened repulsion at one Wigner-Seitz radius, is about 279. A one-component plasma freezes at 172, so I expected a crystal. A simulation with screened forces gives a fluid, even when I start it from a perfect lattice. The screening length is half the Wigner-Seitz radius. Is the simulation wrong? If not, what replaces 172, and can I just multiply the coupling by the screening exponential?

**Answer**

The fluid is what this model should give. The number 172 belongs to unscreened charges in a rigid neutralizing background. At your screening the crystal needs a bare coupling of about 440. Multiplying by the exponential is not the right correction either: it overshoots badly.

**Two parameters, not one**

Take identical classical grains of charge $Q$, number density $n$ and kinetic temperature $T$, in three dimensions. I use atomic units in the algebra and measure $T$ as an energy. The pair energy is

$$\phi(r)=\frac{Q^2}{r}e^{-r/\lambda},\qquad a=\left(\frac{3}{4\pi n}\right)^{1/3},\qquad \Gamma=\frac{Q^2}{aT},\qquad \kappa=\frac a\lambda .$$

With distances $x=r/a$, the total potential energy divided by $T$ is

$$\frac{U}{T}=\Gamma\sum_{i<j}\frac{e^{-\kappa x_{ij}}}{x_{ij}} .$$

The equilibrium state therefore depends on both $\Gamma$ and $\kappa$, and the melting condition is a curve $\Gamma_m(\kappa)$. The value 172, which I take as a known benchmark, is its end point $\Gamma_m(0)$. You need $\Gamma_m(2)$.

**A short estimate from the restoring force**

A crystal melts when thermal displacements become too large a fraction of the spacing. What resists them is the curvature of the potential, not its height. Put $s=r/\lambda$, so that $ds/dr=s/r$. Then

$$\phi'=-\frac{Q^2e^{-s}}{r^2}(1+s).$$

Differentiating the exponential, the bracket and the factor $r^{-2}$ in turn gives

$$\phi''=\frac{Q^2e^{-s}}{r^3}\left[s(1+s)-s+2(1+s)\right]
=\frac{2Q^2e^{-s}}{r^3}\left(1+s+\frac{s^2}{2}\right).$$

Now assume that at melting $T_m=C\Delta^2\phi''(\Delta)$, where $\Delta=n^{-1/3}=(4\pi/3)^{1/3}a$ is the typical spacing and $C$ does not depend on screening. This is a Lindemann-type approximation, not a theorem. From here on $s=\Delta/\lambda=(4\pi/3)^{1/3}\kappa$, and

$$\Gamma_m=\frac{Q^2}{aT_m}=\frac{\Delta}{2Ca}\,\frac{e^s}{1+s+s^2/2}.$$

The prefactor does not contain $\kappa$, because $\Delta/a$ is a fixed number. Setting $\kappa=0$ identifies it as $\Gamma_m(0)$:

$$\Gamma_m(\kappa)=172\,\frac{e^s}{1+s+s^2/2}.$$

For $\kappa=2$, $s=3.224$ and

$$\Gamma_m(2)\approx172\times\frac{25.13}{1+3.224+5.197}\approx459 .$$

This is 4% above 440, the value known from larger simulations of the same model.

The weak-screening limit shows why the bare exponential is misleading. The denominator contains the first three terms of the series for $e^s$, so

$$e^{-s}\left(1+s+\frac{s^2}{2}\right)=1-\frac{s^3}{6}+O(s^4),\qquad
\Gamma_m\approx172\left(1+\frac{s^3}{6}\right).$$

Within this rule, the linear and quadratic effects of screening cancel. Only the absence of the linear term is general: the harmonic displacement estimate described below also has none, but it grows as about $172(1+0.28\kappa^2)$ at small $\kappa$. The criterion $\Gamma e^{-\kappa}=172$ instead has a linear correction. At $\kappa=2$ it would demand $\Gamma=172e^2\approx1271$, nearly three times too much.

**How much depends on the chosen stiffness?**

One can replace the single curvature by properties of the whole body-centred cubic (bcc) lattice. The simplest is the Einstein frequency $\Omega_E$, the frequency of one grain when all others are held fixed. For a grain of mass $m$ in cubic surroundings, $m\Omega_E^2$ is one third of the summed Laplacians of $\phi$. Away from the origin $\nabla^2\phi=\phi/\lambda^2$. If $M$ is the lattice energy per grain in units of $Q^2/a$, the sum of $\phi$ over all neighbours is $2MQ^2/a$, so

$$m\Omega_E^2=\frac{2M\kappa^2}{3}\frac{Q^2}{a^3}.$$

Without screening the neighbours contribute nothing, and the uniform background gives $m\Omega_E^2=Q^2/a^3$. With $M=0.10597$ at $\kappa=2$, the ratio is $0.2826$. Keeping $T_m/(m\Omega_E^2a^2)$ fixed then predicts $172/0.2826\approx609$.

The harmonic mean-square displacement is a more direct measure of what the melting criterion refers to. Let $D$ be the reduced dynamical matrix, in units of $Q^2/a^3$. Equipartition gives

$$\frac{\langle u^2\rangle}{a^2}=\frac{1}{\Gamma}\left\langle\mathrm{Tr}\,D^{-1}\right\rangle,$$

averaged over the Brillouin zone. On the meshes used here, the extrapolated average is 13.2 at $\kappa=0$ and 36.4 at $\kappa=2$. Doubling the mesh lowers these to about 13.0 and 35.9, but their ratio hardly changes. Holding the relative displacement at melting fixed gives $172\times36.44/13.2\approx475$.

These numbers also show why the Einstein estimate is higher. The mean eigenvalue of $D$ falls by a factor $1/0.283\approx3.5$, while the mean inverse eigenvalue rises by only 2.8. The inverse gives most weight to soft modes, which carry most of the displacement. Screening weakens them less than the Einstein average suggests.

**A calculation that does not use 172**

The thermodynamic criterion is equality of the fluid and solid free energies. I compare them at equal density and equal $\kappa$, neglecting the small density jump at melting. Let $f$ be the free energy per grain divided by $T$, without the kinetic part common to both phases, and let $u$ be the potential energy per grain divided by $T$.

Since $\Gamma$ multiplies the whole potential, $\partial f/\partial\Gamma=u/\Gamma$. I split off the static bcc energy by writing $u=M\Gamma+v$. Integrating from the ideal gas gives, for the fluid,

$$f_l-M\Gamma=\ln(na^3)-1+\int_0^\Gamma\frac{v_l}{\Gamma'}\,d\Gamma' .$$

Here $na^3=3/(4\pi)$. The integrand is smoother in $t=\Gamma^{1/3}$, for which $d\Gamma/\Gamma=3\,dt/t$. Langevin simulations of 250 grains supplied $v_l$ at seven points of an eight-point Gauss-Legendre rule; the eighth, at very small $\Gamma$, was set to its ideal-gas limit. At $\Gamma=82.87$, for example, $t=4.360$, the weight is 1.336 and $v_l=1.439$, contributing $1.336\times3\times1.439/4.360=1.323$. All eight terms up to $\Gamma=400$ sum to

$$0.006+0.272+0.873+1.243+1.323+1.135+0.782+0.345\approx5.98 .$$

Thus $f_l-M\Gamma=-1.432-1+5.978=3.546$ at $\Gamma=400$.

For the solid, expand the energy to second order in the displacements $\xi$, measured in units of $a$. The exponent of the Boltzmann factor is $-\Gamma(NM+\tfrac12\xi^{\mathsf T}D\xi)$. Each normal mode with eigenvalue $d$ contributes a Gaussian integral $\sqrt{2\pi/(\Gamma d)}$. There are three modes per grain, and the $N!$ assignments of grains to sites cancel the $1/N!$ in the partition function. Therefore

$$f_s-M\Gamma=\frac32\ln\frac{\Gamma}{2\pi}+\frac12\langle\ln\det D\rangle-\frac{A}{\Gamma}.$$

The last term is the leading anharmonic correction. If the extra energy is $v_{\rm anh}=A/\Gamma$, integrating $\partial f/\partial\Gamma=A/\Gamma^2$ down from infinite $\Gamma$, where the correction vanishes, gives $-A/\Gamma$.

A solid simulated at $\Gamma=600$ had $v_s=1.534\pm0.011$. The harmonic value is $1.5(1-1/250)=1.494$, because the centre of mass has no restoring force. The difference gives $A\approx24$, with a sampling error of about 7. With $\langle\ln\det D\rangle=-5.05$, the solid at $\Gamma=400$ has

$$f_s-M\Gamma=6.230-2.525-0.061=3.644 .$$

The fluid is lower by 0.099, computed from the unrounded values. Its free energy rises faster with $\Gamma$, since

$$\frac{d(f_l-f_s)}{d\ln\Gamma}=v_l-v_s .$$

This energy jump is 0.84 at melting, in units of $T$. Treating it as constant gives $\ln(\Gamma_m/400)\approx0.099/0.84$, or $\Gamma_m\approx450$. Including its variation, with $v_l$ fitted linearly in $\Gamma^{0.4}$ and extrapolated slightly past the last fluid point, gives

$$\Gamma_m(2)=454\pm12 .$$

The error is one standard error from sampling. It does not cover the small system, the fit or omitted anharmonic terms. The poorly determined coefficient $A$ matters here: halving it would raise the crossing by roughly 15. A single term is also only an effective description, since $\Gamma v_{\rm anh}$ is not constant but rises from about 23 at $\Gamma=1000$ to about 31 at 600 and 43 at 420. Adding a second anharmonic term moves the crossing by less than 5 and lowers the energy jump to about 0.80. The result agrees with 440 within about 1.2 standard errors and rules out 172 as the threshold for this bcc crystal.

Going down from the crossing into the disputed interval between 172 and 440, the energy jump stays positive at first, so the fluid's advantage grows: at $\Gamma=290$ the jump is roughly $2.11-1.50-0.2\approx0.4$, with an extrapolated anharmonic energy. The expansion cannot be carried down to 172, because it has no meaning where the crystal does not survive, and a perfect lattice already melts at 279, as shown below. Close to 440 the free-energy difference is comparable to the sampling error. I did not compare other crystal structures; one with a lower free energy than bcc would freeze at a somewhat lower $\Gamma$.

**Your cloud, with numbers**

Take rough, round values: charge number $Z=1000$, $a=200\ \mu\mathrm m$, $\lambda=100\ \mu\mathrm m$, and grains at 300 K. Since $e^2/(4\pi\epsilon_0)=1.44\times10^{-3}\ \mathrm{eV\,\mu m}$ and the thermal energy is 0.02585 eV,

$$\Gamma=\frac{1000^2\times1.44\times10^{-3}}{200\times0.02585}\approx279,\qquad \kappa=2 .$$

This is 1.6 times the unscreened threshold but only 63% of 440. A simulation started from a perfect bcc crystal at this coupling behaved as yours did. I measured order by $|N^{-1}\sum_j e^{i\mathbf G\cdot\mathbf r_j}|^2$, averaged over the shortest reciprocal-lattice vectors $\mathbf G$; it is 1 for a perfect crystal. It fell to 0.008, whereas the crystal at $\Gamma=600$ kept 0.69.

With $a$, $\lambda$ and temperature fixed, reaching 440 requires $Z=1000\sqrt{440/278.5}\approx1257$. With the charge and both lengths fixed, it requires grains at $300\times278.5/440\approx190$ K. Grains hotter than the gas move the other way, since $\Gamma\propto1/T$.

**What a real discharge changes**

The example represents carbon grains of radius $0.25\ \mu\mathrm m$ in argon at 5 mTorr, with 3 eV electrons. Its ion density, $1.4\times10^8\ \mathrm{cm^{-3}}$, suits only a dilute outer region; the dense plasma near a magnetron target is a different regime. Collisionless orbital-motion charging gives $Z\approx1131$, and a rough allowance for charge-exchange collisions gives 978. At fixed lengths and temperature these mean $\Gamma\approx356$ and 266, both still inside the disputed interval. The collisional figure is sensitive to its assumptions: it counts ions as captured where the potential well is deeper than their thermal energy. Halving that threshold gives $Z\approx785$ and $\Gamma\approx172$, at the edge of the interval, and a still looser capture condition would take $\Gamma$ below it. So $Z=1000$ is a plausible choice for this example, not a prediction of charging theory. Adding electron screening moves the curvature estimate only from 459 to 462. In a 2 mT fringe field the electron gyroradius is about 2 mm, far larger than a grain, so magnetization should hardly alter the collection of electrons at its surface.

The assumption most at risk is isotropy. An electric force equal to the grain weight needs a field $E$ of about 0.08 V/cm. Over one ion mean free path $\ell\approx6$ mm an ion then gains $eE\ell\approx1.9$ times its thermal energy, the rough figure listed in the output. The drift itself carries a prefactor, $3\sqrt\pi/16\approx0.33$ for charge exchange at weak field, and amounts to roughly 0.6 to 0.9 thermal speeds, depending on the collision cross-section. At such a drift the estimated ion drag is about 1.5 to 1.8 times the grain weight and opposes the electric force, so this field would not by itself hold the grain up. Such a flow can still form wakes behind the grains, and neither 172 nor 440 then applies directly. The example therefore needs the weight balanced otherwise, by thermophoresis or in microgravity. Linear screening is also approximate: the ion coupling $Ze^2/(4\pi\epsilon_0\lambda k_BT_i)$, with $T_i$ the ion temperature, is 0.56, not very small. I have not calculated how far wakes or nonlinear screening would shift the melting point.

So compare your $\Gamma$ with $\Gamma_m$ at your own $\kappa$. Even a value above 440 shows only that this model favours a crystal in equilibrium; whether the cloud orders also depends on confinement, driving and the time available. The numerical output below gives the individual simulation energies and their errors.

## Numbers as computed

```
Unscreened melting Gamma (benchmark input): 172
Screened melting Gamma under test: 440
kappa = a/lambda: 2
Neighbour spacing over screening length s: 3.224
Melting Gamma, curvature rule: 458.8
Melting Gamma if Gamma*exp(-kappa)=172: 1271
Melting Gamma, Einstein-frequency estimate: 609
Melting Gamma, harmonic phonon estimate: 475
Gamma*<u^2>/a^2, harmonic bcc, kappa=0: 13.2
Gamma*<u^2>/a^2, harmonic bcc, kappa=2: 36.44
bcc lattice energy M, units Q^2/(4 pi eps0 a): 0.10597
Mean ln det D, bcc, kappa=2: -5.05
Frozen-wave stiffness from forces (reduced): 0.147
Frozen-wave stiffness from D (reduced): 0.1477
Fluid at Gamma 0.42: thermal energy 0.083 +- 0.002 kT
Fluid at Gamma 5.34: thermal energy 0.440 +- 0.003 kT
Fluid at Gamma 27.22: thermal energy 0.933 +- 0.004 kT
Fluid at Gamma 82.87: thermal energy 1.439 +- 0.009 kT
Fluid at Gamma 177.51: thermal energy 1.840 +- 0.008 kT
Fluid at Gamma 289.98: thermal energy 2.106 +- 0.019 kT
Fluid at Gamma 376.64: thermal energy 2.225 +- 0.017 kT
Solid at Gamma 600: thermal energy 1.534 +- 0.011 kT
Anharmonic coefficient A: 24.28
Fluid thermal free-energy integral at Gamma 400: 5.978 kT
Fluid minus solid free energy at Gamma 400: -0.099 kT
Energy jump at melting: 0.839 kT
Melting Gamma from free energies: 454
Its sampling standard error: 12
Grains in simulation: 250
Bragg order after start as crystal, example Gamma: 0.008
Bragg order at Gamma 600: 0.686
Example grain radius: 0.25 um
Example grain charge number: 1000
Example Wigner-Seitz radius: 200 um
Example screening length: 100 um
Example gas, ion and grain temperature: 300 K
Example electron temperature: 3 eV
Example pressure: 5 mTorr
Example ion density: 1.429e+08 cm^-3
Example grain density: 2.984e+04 cm^-3
Example bare Gamma: 278.5
Charge number needed for Gamma 440: 1257
Grain temperature needed for Gamma 440: 189.9 K
Charge number, collisionless orbital motion: 1131
Charge number, with charge exchange (rough): 977.7
kappa with electron screening added: 2.0068
Rule's melting Gamma with electron screening: 461.6
Ion nonlinearity Z e^2/(4 pi eps0 lambda kTi): 0.56
Charge fluctuation 0.5/sqrt(Z): 1.6 %
Fringe magnetic field: 2 mT
Electron gyroradius: 2065 um
Ion gyroradius: 51729 um
Ion mean free path (rough): 6213 um
Field to carry grain weight: 0.080 V/cm
Resulting ion drift over thermal speed (estimate): 1.9
```
